# Does a good Varshni fit establish a quadratic low-temperature gap law?: test program

```python
"""Varshni fit to synthetic gap data from one optical mode.

Result under test: the data approach their T=0 gap as exp(-Theta/T),
whereas a Varshni curve approaches its own T=0 gap as T^2, even when the
overall fit is good.
Data:    E(T) = E_static - a*(2n+1),  n = 1/(exp(Theta/T)-1)
Varshni: E(T) = E0 - alpha*T^2/(T+beta) = E0 - c*T^2/(1+u*T),
         with u = 1/beta and c = alpha/beta.
"Shift" is the positive drop of the gap from its own T=0 value.
Energies are in mRy, temperatures in K. The data contain no noise.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, curve_fit, minimize_scalar
from scipy.special import lambertw

rydberg_joule = const.value("Rydberg constant times hc in J")
kB = 1000 * const.k / rydberg_joule          # mRy/K
mev_per_mry = rydberg_joule / const.e        # same number as eV per Ry

E_static, a, mode_energy = 90.0, 4.0, 2.0    # chosen model values, mRy
Theta = mode_energy / kB


def mode_shift(T):
    T = np.asarray(T, dtype=float)
    safe_T = np.where(T > 0, T, 1.0)
    x = np.where(T > 0, Theta / safe_T, 1.0)
    return np.where(T > 0, 2 * a / np.expm1(x), 0.0)


def gap_data(T):
    return E_static - a - mode_shift(T)


def varshni(T, E0, alpha, beta):
    return E0 - alpha * T**2 / (T + beta)


def log_slope(function, T, step=1e-4):
    upper, lower = function(T * np.exp(step)), function(T * np.exp(-step))
    return float((np.log(upper) - np.log(lower)) / (2 * step))


def fit_varshni(T, gap):
    """Global scan in u, with E0 and c solved linearly at each u."""
    T_max = T.max()
    t = T / T_max

    def solve(w):
        design = np.column_stack([np.ones_like(t), -t**2 / (1 + w * t)])
        coef = np.linalg.lstsq(design, gap, rcond=None)[0]
        residual = gap - design @ coef
        return residual @ residual, coef

    scan = np.concatenate([np.linspace(-0.98, 0, 99),
                           np.linspace(0.02, 20, 1000)])
    best = int(np.argmin([solve(w)[0] for w in scan]))
    assert 0 < best < len(scan) - 1
    found = minimize_scalar(lambda w: solve(w)[0], method="bounded",
                            bounds=(scan[best - 1], scan[best + 1]),
                            options={"xatol": 1e-10})
    squares, coef = solve(found.x)
    return (coef[0], coef[1] / T_max**2, found.x / T_max,
            np.sqrt(squares / len(T)))


# Thermal average of (b+b^dagger)^2 from explicit oscillator matrices.
levels = 160
lower_op = np.diag(np.sqrt(np.arange(1, levels)), 1)
square_diag = np.diag((lower_op + lower_op.T) @ (lower_op + lower_op.T))
for T in (80.0, 300.0, 600.0):
    weights = np.exp(-np.arange(levels) * Theta / T)
    gap_trace = E_static - a * (weights @ square_diag) / weights.sum()
    assert abs(gap_trace - gap_data(T)) < 1e-9

# Main fit, checked by a separate nonlinear optimizer.
T_data = np.linspace(0, 600, 31)
E_data = gap_data(T_data)
E0, c, u, rms = fit_varshni(T_data, E_data)
alpha, beta = c / u, 1 / u
other_fit, _ = curve_fit(varshni, T_data, E_data, p0=(86, 0.03, 200),
                         ftol=1e-12, xtol=1e-12, gtol=1e-12, maxfev=5000)
assert np.allclose(other_fit, (E0, alpha, beta), rtol=1e-4)
assert alpha > 0 and beta > 0
residual = E_data - varshni(T_data, E0, alpha, beta)
sign_changes = int(np.sum(residual[1:] * residual[:-1] < 0))
assert sign_changes >= 3
assert rms < 0.02 * mode_shift(600.0)


def fitted_shift(T):
    return alpha * T**2 / (T + beta)


# Local exponents: numerical derivatives against the derived formulas.
for T in (20.0, 40.0, 80.0, 160.0, 320.0, 600.0):
    x = Theta / T
    assert abs(log_slope(mode_shift, T) - x / (1 - np.exp(-x))) < 1e-4
    assert abs(log_slope(fitted_shift, T) - (2 - T / (T + beta))) < 1e-5

# Temperature where the mode's local exponent equals two.
T_two = brentq(lambda T: log_slope(mode_shift, T) - 2, 50, 600)
x_two = 2 + lambertw(-2 * np.exp(-2)).real
assert abs(T_two - Theta / x_two) < 1e-3

# The ratio of shifts must grow on cooling and follow its low-T law.
cold = np.array([20.0, 10.0, 5.0, 2.0, 1.0])
ratios = fitted_shift(cold) / mode_shift(cold)
assert np.all(np.diff(ratios) > 0)
limit_law = alpha / (2 * a * beta) * cold[-1]**2 * np.exp(Theta / cold[-1])
assert abs(ratios[-1] / limit_law - 1) < 0.02

# Arrhenius lines from the gap values themselves.
T_cold = np.linspace(20, 60, 9)
drop_data = gap_data(0.0) - gap_data(T_cold)
drop_fit = varshni(0.0, E0, alpha, beta) - varshni(T_cold, E0, alpha, beta)
slope_data, intercept = np.polyfit(1 / T_cold, np.log(drop_data), 1)
slope_fit = np.polyfit(1 / T_cold, np.log(drop_fit), 1)[0]
power_fit = np.polyfit(np.log(T_cold), np.log(drop_fit), 1)[0]
assert abs(-slope_data / Theta - 1) < 0.01
assert abs(np.exp(intercept) / (2 * a) - 1) < 0.04
assert -slope_fit < 0.4 * Theta
assert 1.7 < power_fit < 2

# High-temperature matching and its leading remaining difference.
T_hot = 200 * Theta
alpha_hot, beta_hot = 2 * a / Theta, Theta / 2
difference = alpha_hot * T_hot**2 / (T_hot + beta_hot) - mode_shift(T_hot)
assert abs(difference / (a * Theta / (3 * T_hot)) - 1) < 0.01

# Fits over different windows, each with 31 equally spaced points.
windows = {}
for T_max in (150, 300, 600, 1200):
    T_window = np.linspace(0, T_max, 31)
    windows[T_max] = fit_varshni(T_window, gap_data(T_window))
assert 150 < T_two
assert windows[150][2] < 0 < windows[150][1]

# Low-frequency coupling weight omega^mu gives a shift T^(mu+1).
power_laws = {}
for mu in (1, 3):
    def band_shift(t, mu=mu):
        return quad(lambda w: w**mu / np.expm1(w / t), 0, 1,
                    epsabs=0, epsrel=1e-10, limit=200)[0]
    power_laws[mu] = log_slope(band_shift, 0.02, step=0.01)
    assert abs(power_laws[mu] - (mu + 1)) < 1e-3

print(f"Boltzmann constant: {kB:.6e} mRy/K")
print(f"conversion: 1 mRy = {mev_per_mry:.4f} meV")
print(f"static gap: {E_static:.1f} mRy; coupling a: {a:.1f} mRy")
print(f"mode energy: {mode_energy:.1f} mRy; Theta: {Theta:.2f} K")
print(f"data gap at 0 K: {gap_data(0.0):.4f} mRy")
print(f"data gap at 600 K: {gap_data(600.0):.4f} mRy")
print(f"data shift at 600 K: {mode_shift(600.0):.4f} mRy")
print("Varshni fit, 0 to 600 K, 31 points:")
print(f"  E0 = {E0:.4f} mRy")
print(f"  alpha = {alpha:.6f} mRy/K; beta = {beta:.2f} K")
print(f"  c = alpha/beta = {c:.4e} mRy/K^2")
print(f"  rms residual = {rms:.4f} mRy = {rms*mev_per_mry:.3f} meV")
worst = int(np.argmax(abs(residual)))
print(f"  largest |data-fit| = {abs(residual[worst]):.4f} mRy"
      f" = {abs(residual[worst])*mev_per_mry:.3f} meV"
      f" at {T_data[worst]:.0f} K")
print(f"  rms / data shift at 600 K = {100*rms/mode_shift(600.0):.3f} %")
print(f"  sign changes of residual = {sign_changes}")
E0_error = E0 - gap_data(0.0)
print(f"  E0 minus data gap at 0 K = {E0_error:.4f} mRy"
      f" = {E0_error*mev_per_mry:.3f} meV")
print("data-fit (mRy) at selected T:")
for T in (0, 60, 100, 200, 300, 400, 500, 600):
    print(f"  {T:3d} K: {gap_data(T)-varshni(T, E0, alpha, beta):+.4f}")
print("T(K), data shift(mRy), fit shift(mRy), fit/data, p data, p fit:")
for T in (20.0, 40.0, 80.0, 160.0, 320.0):
    print(f"  {T:3.0f}  {mode_shift(T):.4e}  {fitted_shift(T):.4e}"
          f"  {fitted_shift(T)/mode_shift(T):.4g}"
          f"  {log_slope(mode_shift, T):.3f}"
          f"  {log_slope(fitted_shift, T):.3f}")
print(f"data exponent equals 2 at {T_two:.2f} K; Theta/T = {x_two:.4f}")
print("straight-line analysis, 20 to 60 K:")
print(f"  data activation temperature = {-slope_data:.2f} K")
print(f"  data prefactor = {np.exp(intercept):.3f} mRy")
print(f"  fit apparent activation temperature = {-slope_fit:.2f} K")
print(f"  fit log-log power = {power_fit:.3f}")
print(f"high-T matched alpha = {alpha_hot:.6f} mRy/K")
print(f"high-T matched beta = {beta_hot:.2f} K")
print("window top(K), E0(mRy), c(mRy/K^2), 1/beta(1/K), rms(mRy):")
for T_max, (e, curv, inv_beta, err) in windows.items():
    print(f"  {T_max:4d}  {e:.4f}  {curv:.4e}  {inv_beta:+.4e}  {err:.5f}")
for mu, power in power_laws.items():
    print(f"coupling weight omega^{mu}: low-T power = {power:.4f}")
print("success")
```

Running it gives:

```
Boltzmann constant: 6.333623e-03 mRy/K
conversion: 1 mRy = 13.6057 meV
static gap: 90.0 mRy; coupling a: 4.0 mRy
mode energy: 2.0 mRy; Theta: 315.78 K
data gap at 0 K: 86.0000 mRy
data gap at 600 K: 74.4501 mRy
data shift at 600 K: 11.5499 mRy
Varshni fit, 0 to 600 K, 31 points:
  E0 = 86.2448 mRy
  alpha = 0.029495 mRy/K; beta = 291.79 K
  c = alpha/beta = 1.0108e-04 mRy/K^2
  rms residual = 0.0993 mRy = 1.352 meV
  largest |data-fit| = 0.2448 mRy = 3.330 meV at 0 K
  rms / data shift at 600 K = 0.860 %
  sign changes of residual = 3
  E0 minus data gap at 0 K = 0.2448 mRy = 3.330 meV
data-fit (mRy) at selected T:
    0 K: -0.2448
   60 K: +0.0154
  100 K: +0.1528
  200 K: +0.0760
  300 K: -0.0486
  400 K: -0.0777
  500 K: -0.0175
  600 K: +0.1119
T(K), data shift(mRy), fit shift(mRy), fit/data, p data, p fit:
   20  1.1120e-06  3.7840e-02  3.403e+04  15.789  1.936
   40  2.9838e-03  1.4223e-01  47.67  7.897  1.879
   80  1.5751e-01  5.0773e-01  3.223  4.025  1.785
  160  1.2911e+00  1.6713e+00  1.295  2.292  1.646
  320  4.7545e+00  4.9368e+00  1.038  1.573  1.477
data exponent equals 2 at 198.15 K; Theta/T = 1.5936
straight-line analysis, 20 to 60 K:
  data activation temperature = 315.89 K
  data prefactor = 8.036 mRy
  fit apparent activation temperature = 62.41 K
  fit log-log power = 1.890
high-T matched alpha = 0.025334 mRy/K
high-T matched beta = 157.89 K
window top(K), E0(mRy), c(mRy/K^2), 1/beta(1/K), rms(mRy):
   150  86.0371  2.5620e-05  -3.4358e-03  0.02672
   300  86.1234  6.2773e-05  +8.4854e-04  0.06631
   600  86.2448  1.0108e-04  +3.4271e-03  0.09934
  1200  86.3632  1.3160e-04  +5.0056e-03  0.11521
coupling weight omega^1: low-T power = 2.0000
coupling weight omega^3: low-T power = 4.0000
success
```
